# Dipole correction for asymmetric slabs: potential, energy and forces

A slab with an adsorbate on one face, or with two different terminations, can carry a net dipole normal to its surface, and then has a different vacuum level on each side. A periodic calculation cannot represent this step without help. One must decide whether to add a dipole correction or more vacuum, and then which multiple of the correction enters the electron potential, the total energy and the forces. The potential takes the full correction and the energy takes half the charge–potential integral; the two choices are consistent because the field is produced by the slab itself.

## 1. The isolated slab

Gaussian atomic units are used. The potential $\phi$ is that felt by a positive unit charge, so an electron has potential energy $-\phi$. The slab is periodic in the plane, with cell area $A$, and is repeated along $z$ with period $L$. Let $\rho(z)$ be the plane average of the total charge density, ions minus electrons. Two assumptions are made: the slab is neutral, and $\rho$ vanishes near the cell boundaries $z=\pm L/2$. Thus

$$\int\rho\,dz=0,\qquad m=\int z\rho\,dz,\qquad P=Am, \tag{1}$$

where integrals run over one cell, $m$ is the dipole per area and $P$ the dipole per cell. Moving the origin by $s$ changes $m$ by $-s\int\rho\,dz=0$, so $m$ is well defined. For a charged slab it would not be.

The plane-averaged Poisson equation is $\phi''=-4\pi\rho$. Since $d^2|z|/dz^2=2\delta(z)$, one solution is

$$\phi_{\rm open}(z)=-2\pi\int|z-z'|\,\rho(z')\,dz'. \tag{2}$$

To the right of all charge, $|z-z'|=z-z'$, and neutrality removes the term in $z$:

$$\phi_{\rm open}=-2\pi\left(z\int\rho\,dz'-m\right)=+2\pi m. \tag{3}$$

To the left, $|z-z'|=z'-z$ gives $-2\pi m$. The field is zero on both sides, so (2) describes the isolated slab without an applied field. The potential step is

$$\phi_R-\phi_L=4\pi m. \tag{4}$$

If $m>0$, the right side has the higher $\phi$ and hence the lower vacuum level for electrons.

## 2. What periodicity does to the potential

A periodic potential must return to its starting value after a length $L$, but $\phi_{\rm open}$ rises by $4\pi m$. Within a cell, two solutions of the same Poisson equation differ by a linear function. Try

$$\phi_{\rm per}=\phi_{\rm open}-\frac{4\pi m}{L}z+C. \tag{5}$$

At $z=L/2$ the first two terms give $2\pi m-2\pi m=0$; at $z=-L/2$ they give $-2\pi m+2\pi m=0$. The slopes at the two ends are both $-4\pi m/L$. Values and slopes match, so (5) is the periodic solution. Its field, $-d\phi/dz$, exceeds that of the isolated slab everywhere, inside the slab as well as in vacuum, by

$$\mathcal E_{\rm sp}=+\frac{4\pi m}{L}. \tag{6}$$

The constant follows from the usual convention that the periodic potential has zero mean. The linear term in (5) averages to zero. For the first term one needs

$$\int_{-L/2}^{L/2}|z-z'|\,dz=\frac{(L/2+z')^2+(L/2-z')^2}{2}=\frac{L^2}{4}+z'^2. \tag{7}$$

The term $L^2/4$ multiplies the total charge and vanishes. The mean of $\phi_{\rm open}$ is therefore $-2\pi Q/L$, with $Q=\int z^2\rho\,dz$, and

$$C=\frac{2\pi Q}{L}. \tag{8}$$

More vacuum weakens the field as $1/L$ at fixed $m$. It does not remove the potential difference across the vacuum: for vacuum width $w$ this is $4\pi mw/L$, which approaches $4\pi m$. The vacuum potential stays tilted, with no plateau from which to read a work function.

## 3. The compensating jump

The field is cancelled by adding

$$\phi_d(z)=\frac{4\pi m}{L}z,\qquad -\frac L2<z<\frac L2, \tag{9}$$

repeated periodically. From (5),

$$\phi_{\rm per}+\phi_d=\phi_{\rm open}+C. \tag{10}$$

The vacuum is now flat on each side, with the step (4) between the sides. On crossing the cell boundary upward, $\phi_d$ falls from $+2\pi m$ to $-2\pi m$. By (4), a jump of $-4\pi m$ is the effect of a thin layer with dipole per area $-m$. The correction thus places a compensating dipole layer in the vacuum, and the cell as a whole has no dipole.

The jump must lie where there is no charge. If the boundary is moved through a part of the slab with charge $q_c$ per area, that charge is reassigned to the other end of the cell. Its coordinate changes by $\pm L$, and $m$ changes by $\pm Lq_c$. The supposed correction field then changes by $\pm4\pi q_c$, which does not decrease with $L$. As long as the boundary stays in vacuum, its position is immaterial: it changes $\phi_d$ near the slab by a constant, which has no effect on the energy of a neutral system.

## 4. The half in the energy

For a given charge density the part of the electrostatic energy per cell that comes from the plane average is $\tfrac12A\int\rho\phi\,dz$, where the half prevents double counting of pairs. Inserting (10), and dropping $C$ by neutrality,

$$E_{\rm open}=\frac A2\int\rho\,(\phi_{\rm per}+\phi_d)\,dz=E_{\rm per}+E_d, \tag{11}$$

$$E_d=\frac A2\,\frac{4\pi m}{L}\int z\rho\,dz=\frac{2\pi Am^2}{L}=\frac{2\pi P^2}{AL}. \tag{12}$$

Kinetic, local or semilocal exchange–correlation and other short-ranged terms are the same functionals under both boundary conditions. Long-ranged terms such as dispersion are excluded here: a pairwise $-C_6/r^6$ attraction couples the slab to its images with an energy that falls only as about $L^{-4}$, and the dipole correction does not remove it. Equation (11) therefore also relates the total energies at a given density, apart from the interaction of the laterally varying part of the charge with its periodic images, which decays exponentially with the vacuum width and is treated in Section 9. From here on $E_{\rm per}$ and $E_{\rm open}$ denote total energies.

The half belongs to a field that is proportional to the slab's own dipole. Charge in a fixed external potential $\phi_{\rm ext}$ has energy $A\int\rho\phi_{\rm ext}\,dz$, with no half.

The sign can be understood from the boundary conditions. In a finite stack of such slabs with no applied field, the potential climbs by $4\pi m$ per period and the vacuum gaps are free of field. Periodicity forbids the climb and imposes the field (6), which points along the dipole and lowers the energy. The correction restores the lost energy, so $E_d\ge0$.

## 5. The full correction in the potential

Let the charge density change by $\delta\rho$. Since $E_d$ is quadratic in $m$,

$$\delta E_d=\frac{4\pi Am}{L}\,\delta m=\frac{4\pi Am}{L}\int z\,\delta\rho\,dz=A\int\delta\rho\,\phi_d\,dz. \tag{13}$$

The two from differentiating the square has cancelled the half. For electrons $\delta\rho=-\delta n$, where $n(z)$ is the plane-averaged electron density. The number of electrons added per cell is $A\int\delta n\,dz$, so the potential energy to include in the one-electron Hamiltonian is

$$v_d(z)=-\phi_d(z)=-\frac{4\pi m}{L}z. \tag{14}$$

Here $m$ is the current dipole and is updated until self-consistency.

## 6. Forces

Let ion $a$ carry a rigid charge $Z_a$ at height $z_a$. Then

$$m=\frac1A\sum_aZ_az_a-m_{\rm el},\qquad m_{\rm el}=\int zn\,dz. \tag{15}$$

At fixed electron density, (12) gives the extra force

$$F_a^{(d)}=-\frac{\partial E_d}{\partial z_a}=-\frac{4\pi Am}{L}\,\frac{Z_a}{A}=-\frac{4\pi m}{L}Z_a. \tag{16}$$

This is the charge times the full compensating field.

The electrons also respond when the ion moves. If the orbitals $\psi_i$ are eigenfunctions of the Hamiltonian $H$ obtained by varying the same energy, their contribution at fixed occupations $f_i$ is

$$\sum_if_i\left(\langle\delta\psi_i|H|\psi_i\rangle+\langle\psi_i|H|\delta\psi_i\rangle\right)=\sum_if_i\varepsilon_i\,\delta\langle\psi_i|\psi_i\rangle=0, \tag{17}$$

because the norms are fixed. Equation (16), added to the usual force evaluated with $\phi_{\rm per}$, is then the complete force. This holds for a basis that does not move with the ions; a moving basis brings its usual additional terms.

The forces on all ions sum to zero. A rigid translation of ions and electrons leaves the energy unchanged while the boundary stays in vacuum, and by (17) the electronic part of that translation contributes nothing at first order. The ionic terms (16) do not vanish in sum by themselves: they are balanced by the changed forces that the displaced electrons exert on the ions.

## 7. Energy from orbital energies

The total energy can also be assembled from the sum of orbital energies, and the correction then looks different. Consider $N$ electrons in one orbital of energy $\varepsilon$, in a Hartree mean field. Let $K$ be their kinetic energy plus that in any short-ranged ionic potential. The orbital energy contains the full potential, so

$$N\varepsilon=K-A\int n\phi_{\rm per}\,dz-\frac{4\pi Am}{L}m_{\rm el}. \tag{18}$$

With $\rho=\rho_{\rm ion}-n$, the total energy is

$$E=K+\frac A2\int(\rho_{\rm ion}-n)\phi_{\rm per}\,dz+\frac{2\pi Am^2}{L}. \tag{19}$$

Solve (18) for $K$ and insert it. The integrals over $\phi_{\rm per}$ combine to a half times $\rho_{\rm ion}-n+2n=\rho_{\rm ion}+n$. The dipole terms combine to $(2\pi Am/L)(m+2m_{\rm el})$. With $m=m_{\rm ion}-m_{\rm el}$,

$$E=N\varepsilon+\frac A2\int(\rho_{\rm ion}+n)\phi_{\rm per}\,dz+\frac{2\pi Am}{L}(m_{\rm ion}+m_{\rm el}). \tag{20}$$

The sum $m_{\rm ion}+m_{\rm el}$ depends on the origin, but so does $\varepsilon$ through (14), and the two changes cancel. With several orbitals $N\varepsilon$ becomes $\sum_if_i\varepsilon_i$, and the usual exchange–correlation double-counting term is added.

## 8. Leaving the correction out, or using part of it

Without the correction the slab also polarizes in the spurious field. Let $P_0$ and $E_0$ be the dipole and energy of the isolated slab, and $\alpha$ its polarizability per cell, so that $P=P_0+\alpha F$ in a weak applied field $F$. The energy at constrained dipole $P$ must then be

$$E_{\rm open}(P)=E_0+\frac{(P-P_0)^2}{2\alpha}, \tag{21}$$

since minimizing $E_{\rm open}(P)-PF$ gives that dipole. Define $c=4\pi/(AL)$, so that $E_d=cP^2/2$. Suppose a fraction $\lambda$ of $\phi_d$ is used in the Hamiltonian. By (13), the self-consistent state minimizes

$$E_{\rm per}+\lambda E_d=E_0+\frac{(P-P_0)^2}{2\alpha}-(1-\lambda)\frac{cP^2}{2}. \tag{22}$$

Setting the derivative to zero gives $(P-P_0)/\alpha=(1-\lambda)cP$, or

$$P_\lambda=\frac{P_0}{1-(1-\lambda)c\alpha}. \tag{23}$$

For $\lambda=0$, insert $P-P_0=c\alpha P$ into (22):

$$E_{\rm per}-E_0=\frac{c^2\alpha P^2}{2}-\frac{cP^2}{2}=-\frac{cP^2(1-c\alpha)}{2}=-\frac{cP_0^2}{2(1-c\alpha)}. \tag{24}$$

A minimum requires $c\alpha<1$. The result neglects nonlinear polarization. Its leading term is $-2\pi P_0^2/(AL)$, so the uncorrected energy converges as $1/L$.

If $E_d$ is added in full after a calculation with $\lambda<1$, the result is $E_{\rm open}(P_\lambda)$, which by (21) lies above $E_0$ by

$$\Delta E_\lambda=\frac{(P_\lambda-P_0)^2}{2\alpha}. \tag{25}$$

If the ions feel the same fraction $\lambda$ of $\phi_d$ as the electrons, the forces of that calculation are slopes of $E_{\rm per}+\lambda E_d$, not of the reported energy $E_{\rm per}+E_d$.

A macroscopic dielectric slab of thickness $d$ and dielectric constant $\epsilon$ shows the meaning of $c\alpha$. In an outside field $F$ the inside field is $F/\epsilon$ and the polarization is $F(1-1/\epsilon)/4\pi$. Hence $\alpha=Ad(1-1/\epsilon)/4\pi$ and $c\alpha=(d/L)(1-1/\epsilon)$. For a metal, $\epsilon\to\infty$ and $1-c\alpha=(L-d)/L=w/L$. The self-consistent spurious field in the vacuum is then $4\pi P_0/(Aw)$: the whole step falls across the vacuum, because the metal screens its interior.

## 9. What the correction leaves

The plane average is now treated as for an isolated slab. A charge component with in-plane wavevector $\mathbf G\neq0$ obeys $\phi_G''-G^2\phi_G=-4\pi\rho_G$. The decaying response to a sheet at $z'$ is $(2\pi/G)e^{-G|z-z'|}$, whose slope jumps by $-4\pi$ at the sheet as required. These components carry no long-ranged field. Two lattices of unit point charges, a height $z$ apart and laterally offset by $\mathbf s$, interact through them with the energy per cell

$$W(z,\mathbf s)=\frac{2\pi}{A}\sum_{\mathbf G\ne0}\frac{e^{-G|z|}}{G}\cos(\mathbf G\cdot\mathbf s). \tag{26}$$

For a double layer of charges $+q$ and $-q$ separated by $d$, the energy remaining from the periodic images is

$$E_{\rm im}=q^2\sum_{j\ge1}\left[2W(jL,0)-W(jL+d,\mathbf s)-W(jL-d,\mathbf s)\right]. \tag{27}$$

The images at $+j$ and $-j$ contribute equally, which cancels the half for pair counting. Let $G_1$ be the length of the $N_1$ shortest nonzero wavevectors and $S$ the sum of $\cos(\mathbf G\cdot\mathbf s)$ over them. For $j=1$ they contribute $(4\pi q^2/AG_1)\,e^{-G_1L}\,[N_1-S\cosh(G_1d)]$ to (27). At fixed $d$ the decay is therefore $e^{-G_1w}$, with $w=L-d$. This holds also for $S=0$, because the like-charge term has no offset. Only when $S\cosh(G_1d)=N_1$ does this shell cancel, and the decay is then faster. A wide lateral cell has a small $G_1$ and needs more vacuum whenever the charge has a component at that wavevector, as with one adsorbate per cell; a supercell that only repeats a smaller pattern has no such component and needs no more vacuum than the small cell.

Take square lattices with side $6$ bohr, $d=2.5$ bohr, $q=1$ and offset $(1.8,0.6)$ bohr. At $L=12$ bohr a three-dimensional Ewald sum lies $0.090906$ hartree below the isolated double layer. The correction is $2\pi(2.5)^2/(36\times12)=0.090903$ hartree. The remainder is $-3.25\times10^{-6}$ hartree, as (27) predicts. At $L=18$ bohr it is $-6.26\times10^{-9}$ hartree, smaller by a factor of 519; the leading exponential alone gives $e^{2\pi}\approx535$.

Electron tails set a second condition. The electrons must be bound below both vacuum levels, and their density at the boundary must be negligible. If the highest occupied level rises above the lower vacuum level, charge spills into the vacuum and the assumptions behind (1) fail.

## 10. A slab with self-consistent electrons

Consider a model with $A=40$ bohr$^2$ and two rigid positive sheets at $z=\mp1.2$ bohr. Each has charge 1 per cell and a Gaussian width of $0.8$ bohr. Attractive Gaussian wells of width $1.0$ bohr move with the sheets; the left one is $0.9$ hartree deep and the right one $0.5$ hartree. Two electrons share one laterally uniform orbital in a Hartree mean field. The deeper well draws them to the left, so $m$ is positive.

For $L=30$ bohr the corrected calculation gives $P=0.70336\,e$ bohr. Then

$$m=\frac{0.70336}{40}=0.017584\ e/\text{bohr},\qquad \frac{4\pi m}{L}=\frac{0.22097}{30}=0.0073656\ \text{hartree}/(e\,\text{bohr}). \tag{28}$$

The slope of $\phi_{\rm per}$ in both vacuum regions gives this same field. The corrected potential is flat there and has a step of $0.22097$ hartree$/e$, or $6.013$ V.

Define the work function here as the vacuum level minus the orbital energy, $-0.55817$ hartree. It is $0.66393$ hartree on the left and $0.44296$ hartree on the right, and the difference is the step. These values, about 18 and 12 eV, belong to a model with a single laterally uniform orbital and no in-plane band filling; they test the factors and do not represent a real surface. Their mean, $0.55344$ hartree, differs from $-\varepsilon$ by $0.00473$ hartree. This is the constant $C$ of (10), which shifts orbital energy and vacuum levels together.

The dipole energy is

$$E_d=\tfrac12\times0.70336\times0.0073656=0.00259\ \text{hartree}=0.0705\ \text{eV}. \tag{29}$$

Added to $E_{\rm per}=-1.19771$ hartree, it gives $-1.19512$ hartree. An independent calculation with open boundaries gives the same energy, within $2\times10^{-8}$ hartree for cells of 20, 30 and 40 bohr.

Without the correction in the Hamiltonian, the dipole at $L=30$ bohr grows to $0.7681\,e$ bohr. The isolated slab has $\alpha=8.107$ bohr$^3$, so $c\alpha=0.0849$. Equation (23) predicts $0.7686\,e$ bohr, and (24) predicts an energy error of

$$-\frac{0.00259}{1-0.0849}=-0.00283\ \text{hartree}, \tag{30}$$

in agreement with the computed $-0.00283$ hartree. At $L=40$ bohr the error is still $-0.00207$ hartree.

The forces test the factors separately. With the full potential, the force on the right sheet is $-0.29774$ hartree/bohr. Minus the slope of $E_{\rm per}+E_d$, from self-consistent energies at displaced positions, is also $-0.29774$. If the half is omitted from the energy, minus the slope is $-0.30034$. The discrepancy of $0.00260$ hartree/bohr is $dE_d/dz_2=(4\pi m/L)\,dP/dz_2$, where $z_2$ is the position of the right sheet. Thus $dP/dz_2=0.00260/0.00737\approx0.35\,e$; it is below the sheet charge because the electrons partly follow the sheet.

With half the correction potential acting on both electrons and ions, the computed force is $-0.29634$ hartree/bohr, while minus the slope of $E_{\rm per}+E_d$ is $-0.29785$. The energy is too high by $5.97\times10^{-5}$ hartree. Equations (23) and (25) with $\lambda=\tfrac12$ give $P_\lambda-P_0=0.0312\,e$ bohr and an excess of $6.0\times10^{-5}$ hartree. The numerical check asserts both mismatches, as well as the agreement found when the full potential is paired with the energy (12).

## Computed results

```
cell area 40.0 bohr^2; electrons per cell 2
sheet charges 1.0, 1.0 e
sheet positions -1.2, 1.2 bohr
charge width 0.8 bohr; well width 1.0 bohr
well depths 0.9, 0.5 hartree
grid step: periodic 0.2 bohr, open 0.1 bohr
isolated slab energy -1.1951182 hartree
isolated slab dipole P 0.703364 e bohr
polarizability alpha 8.1072 bohr^3
MAIN CELL L = 30 bohr, corrected
dipole per area m 0.0175841 e/bohr
4 pi m/L 0.0073656 hartree/(e bohr)
measured field, right vacuum 0.0073656 same unit
measured field, left vacuum 0.0073656 same unit
vacuum step 0.220968 hartree/e = 6.0128 V
orbital energy -0.558170 hartree
work function left 0.663926 hartree
work function right 0.442958 hartree
electron density at cell edge 9.2e-14 bohr^-3
periodic energy E_per -1.1977086 hartree
dipole energy E_d 0.0025903 hartree = 0.07049 eV
corrected energy -1.1951182 hartree
band-sum energy -1.1951182 hartree
energy change on 1.3 bohr shift 4.6e-12 hartree
FORCE ON RIGHT SHEET, hartree/bohr
full potential, analytic -0.2977434
minus slope, energy with half -0.2977433
minus slope, energy without half -0.3003430
half potential, analytic -0.2963434
half potential, minus slope -0.2978492
direct dipole force on sheet -0.0073656
sum of forces, full potential 1.6e-12
half potential: energy excess 5.97e-05 hartree
ENERGY ERRORS, hartree; DIPOLES, e bohr
L 20 bohr: uncorrected -0.0044477, predicted -0.0044525
  P uncorrected 0.80471, predicted 0.80601
  error after correction -1.7e-08
L 30 bohr: uncorrected -0.0028294, predicted -0.0028307
  P uncorrected 0.76811, predicted 0.76862
  error after correction 7.1e-09
L 40 bohr: uncorrected -0.0020744, predicted -0.0020749
  P uncorrected 0.75092, predicted 0.75120
  error after correction 7.1e-09
POINT CHARGES: side 6.0, gap 2.5 bohr, q 1.0 e
lateral offset 1.8, 0.6 bohr
isolated double layer -0.22191193 hartree
L 9 bohr: uncorrected error -0.12127171 hartree
  corrected -6.829e-05, image formula -6.829e-05 hartree
L 12 bohr: uncorrected error -0.09090582 hartree
  corrected -3.250e-06, image formula -3.250e-06 hartree
L 18 bohr: uncorrected error -0.06060172 hartree
  corrected -6.260e-09, image formula -6.260e-09 hartree
```
